\section*{How Source and Drain Share the Channel Charge in Saturation}

\section{The problem}

An n-channel field-effect transistor has its source at $x=0$, its drain at $x=L$ and width $W$. The source is grounded, and the gate stands a voltage $U>0$ above threshold; $U$ is called the overdrive. The mobility $\mu$ is constant. The channel is long, so that the mobile charge at $x$ follows from the local channel potential $V(x,t)$. Its magnitude per area is
\begin{equation}
q(x,t)=C\,[U(t)-V(x,t)],
\label{eq:q}
\end{equation}
where $C$ is the oxide capacitance per area. The depletion charge is taken as fixed. The drain voltage is at least $U$, so the transistor is saturated, and the square-law model then sets $q(L,t)=0$.

When the gate voltage rises slowly, the channel must gain electrons, and these come through the source and drain leads. What fraction of the channel charge belongs to each lead?

For the numbers, take a silicon device of the older 5 V class with rough typical values: $W=L=10$ $\mu$m, an oxide of 20 nm, $\mu=500$ cm$^2$/Vs, 300 K, $U=1$ V and a drain voltage of 3 V. The gate rises at 10 mV/ns.

\section{A tempting solution}

In the steady state the current is the same at every $x$. The drift current from drain to source is
\begin{equation}
I=\mu W q\,\frac{\partial V}{\partial x}
=-\frac{\mu W}{C}\,q\,\frac{\partial q}{\partial x}
=-\frac{\mu W}{2C}\,\frac{\partial (q^2)}{\partial x},
\label{eq:I}
\end{equation}
because (\ref{eq:q}) gives $\partial V/\partial x=-C^{-1}\partial q/\partial x$ at a given time. Constant $I$ makes $q^2$ linear in $x$. With $q(0)=CU$ and $q(L)=0$,
\begin{equation}
q=CU\sqrt{1-\xi},\qquad \xi=x/L .
\label{eq:profile}
\end{equation}
The total magnitude is
\begin{equation}
WL\int_0^1 q\,d\xi=WLCU\int_0^1\sqrt{s}\,ds=\tfrac23\,WLCU ,
\label{eq:total}
\end{equation}
with $s=1-\xi$. Now cut the channel in the middle and give each half to the nearer lead. The drain half holds
\begin{equation}
WLCU\int_0^{1/2}\sqrt{s}\,ds=\tfrac23\,2^{-3/2}\,WLCU=0.2357\,WLCU ,
\end{equation}
which is $2^{-3/2}=35.4\%$ of the total. The source would have the other $64.6\%$.

\section{Where it goes wrong}

The profile and the integrals are right. The fault is the assumption that charge belongs to the nearer lead. A lead is known by its current, so a terminal charge has to be defined through that current. Let $i_D$ and $i_S$ be the currents flowing into the device through drain and source. Since $I$ runs from drain to source,
\begin{equation}
i_D=I(L,t),\qquad i_S=-I(0,t).
\end{equation}
We want charges $Q_D$ and $Q_S$, functions of the voltages, such that for slow changes
\begin{equation}
i_D=I_{\rm st}+\frac{dQ_D}{dt},\qquad i_S=-I_{\rm st}+\frac{dQ_S}{dt}.
\label{eq:def}
\end{equation}
Here $I_{\rm st}$ is the static current at the voltages of that instant.

The continuity equation connects these currents to the stored charge. The charge per length is $-Wq$, and the current in the $+x$ direction is $-I$. Conservation of charge reads $\partial(-Wq)/\partial t+\partial(-I)/\partial x=0$, or
\begin{equation}
\frac{\partial I}{\partial x}=-W\frac{\partial q}{\partial t}.
\label{eq:cont}
\end{equation}
Integrated over the drain half, this gives
\begin{equation}
i_D=I(L/2,t)+\frac{d}{dt}\Big(-W\int_{L/2}^{L}q\,dx\Big).
\end{equation}
The last term is the half-channel charge of the tempting solution. It would be $dQ_D/dt$ if the current at the midpoint were $I_{\rm st}$. While the gate moves, it is not: the midpoint current has its own correction, of the same order as the term we are after.

To see which division of the charge avoids this, multiply (\ref{eq:cont}) by a smooth weight $w(x)$ with $w(0)=0$ and $w(L)=1$, and integrate by parts:
\begin{equation}
i_D=\int_0^L w'I\,dx+\frac{d}{dt}\Big(-W\int_0^L w\,q\,dx\Big).
\label{eq:w}
\end{equation}
Insert (\ref{eq:I}) in the first integral and integrate by parts once more:
\begin{equation}
\int_0^L w'I\,dx=-\frac{\mu W}{2C}\big[w'q^2\big]_0^L+\frac{\mu W}{2C}\int_0^L w''q^2\,dx .
\end{equation}
The boundary term depends on the end voltages alone. The last integral involves the interior of the channel, which lags behind a moving gate. It vanishes for every profile if and only if $w''=0$, and the end conditions then give $w=x/L$. The midpoint cut is a step-shaped weight, far from $w''=0$.

\section{The right solution}

With $w=x/L$, equation (\ref{eq:w}) becomes
\begin{equation}
i_D=\frac1L\int_0^L I\,dx+\frac{dQ_D}{dt},\qquad
Q_D=-W\int_0^L\frac{x}{L}\,q\,dx .
\label{eq:QD}
\end{equation}
The mean current is
\begin{equation}
\frac1L\int_0^L I\,dx=\frac{\mu W}{2CL}\,[q(0,t)^2-q(L,t)^2].
\label{eq:mean}
\end{equation}
This is also the static current for the same end values, since in the steady state $I$ equals its own mean. So the first term of (\ref{eq:QD}) is $I_{\rm st}$, as (\ref{eq:def}) requires.

For the source, integrate (\ref{eq:cont}) over the whole channel: $I(L,t)-I(0,t)=i_D+i_S=d(-W\int_0^L q\,dx)/dt$. Subtracting (\ref{eq:QD}) gives
\begin{equation}
i_S=-I_{\rm st}+\frac{dQ_S}{dt},\qquad
Q_S=-W\int_0^L\Big(1-\frac{x}{L}\Big)q\,dx .
\end{equation}
This is the Ward--Dutton partition. Up to here no slowness has been assumed. It enters now, when $q$ is replaced by the steady profile (\ref{eq:profile}) at the present value of $U$. With $\xi=1-s$,
\begin{align}
Q_D&=-WLCU\int_0^1(1-s)\sqrt{s}\,ds
=-WLCU\Big(\frac23-\frac25\Big)=-\frac{4}{15}\,WLCU,\\
Q_S&=-WLCU\int_0^1 s\sqrt{s}\,ds=-\frac25\,WLCU .
\end{align}
The sum is $-\frac23WLCU$, in agreement with (\ref{eq:total}), and
\begin{equation}
\frac{Q_D}{Q_D+Q_S}=\frac{4/15}{2/3}=\frac25,\qquad
\frac{Q_S}{Q_D+Q_S}=\frac{2/5}{2/3}=\frac35 .
\end{equation}
The drain has 40\% of the channel charge and the source 60\%. Since both charges are proportional to $U$, a small change of charge is shared in the same ratio.

\section{What the drain's share means}

The local current shows what happens. Integrate (\ref{eq:cont}) from $x$ to $L$, with the steady profile for $q$:
\begin{equation}
I(x,t)=i_D+W\int_x^L\frac{\partial q}{\partial t}\,dx'
=I_{\rm st}+WLC\frac{dU}{dt}\Big[\frac23(1-\xi)^{3/2}-\frac4{15}\Big].
\label{eq:local}
\end{equation}
On a rising gate the current exceeds $I_{\rm st}$ near the source and falls short of it near the drain. Electrons enter at the source and leave at the drain. The drain supplies its 40\% by letting fewer electrons out, not by sending electrons in.

The bracket vanishes at $1-\xi=(2/5)^{2/3}$, or $\xi=0.457$. A cut there would have given the right shares, but finding the place requires the answer first. At the midpoint the bracket is $0.2357-0.2667=-0.0310$, which is the correction that the tempting solution left out.

\section{Numbers}

An oxide of 20 nm with relative permittivity 3.9 has $C=0.1727$ $\mu$F/cm$^2$. With $WL=10^{-6}$ cm$^2$ and $U=1$ V, $WLCU=172.7$ fC. Then
\begin{align}
Q_D&=-\tfrac{4}{15}\times172.7\ {\rm fC}=-46.0\ {\rm fC},\\
Q_S&=-\tfrac{2}{5}\times172.7\ {\rm fC}=-69.1\ {\rm fC},
\end{align}
in total $-115.1$ fC. The static current is $\mu CWU^2/(2L)=43.2$ $\mu$A.

The ramp of 10 mV/ns is $10^7$ V/s, so $WLC\,dU/dt=172.7\ {\rm fF}\times10^7\ {\rm V/s}=1.727$ $\mu$A. The charging currents are $-0.460$ $\mu$A in the drain lead and $-0.691$ $\mu$A in the source lead. The midpoint cut would have predicted $-0.407$ $\mu$A for the drain.

The profile can follow the gate if $U$ changes by a small fraction of itself in the time $L^2/(\mu U)=2.0$ ns. Here the fraction is 0.02. Equations (\ref{eq:I}) and (\ref{eq:cont}) were also solved numerically in time, with the channel divided into 200 cells and without use of the partition formula. A ramp that reached 1 V after 6 ns gave charging currents of $-0.462$ and $-0.692$ $\mu$A. Half the difference between a rising and a falling ramp, both ending at 1 V, removes the part of second order in the ramp rate. The drain's share was then 39.99\%; the last digit is mesh error, and the converged value is 40.00\%.

\section{A fast edge}

If the gate moves fast, the steady profile no longer applies, but (\ref{eq:QD}) and (\ref{eq:mean}) still do. Integrate over a change from one steady state to another:
\begin{equation}
\int (i_D-I_{\rm st})\,dt=Q_D^{\rm final}-Q_D^{\rm initial}.
\end{equation}
Within this model the integrated excess charge is therefore divided 40 to 60 whatever the speed of the edge, provided that the device is saturated throughout and settles at the end.

The same numerical solution was run with $U$ rising from 1 to 2 V in 0.040 ns and then held for 8 ns. (The drain voltage of 3 V keeps the device saturated.) At the end of the rise the drain's part of the excess current was 13.9\%: the excess at the source was about six times the shortfall at the drain. After settling, the integrated drain share was 40.00\%. With constant mobility, a circuit model that uses $Q_D(U)$ and $Q_S(U)$ thus delivers the right charge over such an edge, but the wrong currents during it. The edge strains that assumption: with the velocity saturation introduced below, the field at the source reaches a third of $E_c$, and the integrated drain share becomes 41.1\%, against 40.0\% for a slow change between the same voltages. The division then depends on the speed of the edge.

\section{Below saturation}

Let the drain voltage be less than $U$, and put $a=q(L)/q(0)$. Since $q^2$ is still linear in $x$, the ratio $z=q/q(0)$ obeys $z^2=1-(1-a^2)\xi$. Hence $\xi=(1-z^2)/(1-a^2)$ and $d\xi=-2z\,dz/(1-a^2)$. In units of $WLq(0)$ the magnitudes are
\begin{align}
|Q_D+Q_S|&=\int_a^1\frac{2z^2\,dz}{1-a^2}=\frac23\,\frac{1-a^3}{1-a^2}
=\frac23\,\frac{1+a+a^2}{1+a},\\
|Q_D|&=\int_a^1\frac{2z^2(1-z^2)\,dz}{(1-a^2)^2}
=\frac{2}{15}\,\frac{2-5a^3+3a^5}{(1-a^2)^2}.
\end{align}
The last numerator equals $(1-a)^2(2+4a+6a^2+3a^3)$, so
\begin{equation}
\frac{Q_D}{Q_D+Q_S}=\frac{2+4a+6a^2+3a^3}{5(1+a)(1+a+a^2)}
=\frac25+\frac{a^2(2+a)}{5(1+a)(1+a+a^2)} .
\end{equation}
At $a=1$, with no drain bias, the share is $\frac12$, as symmetry demands. Near saturation it departs from $\frac25$ only as $a^2$: for $a=0.1$ it is 40.3\%, for $a=0.5$ it is 44.8\%. These are shares of the charge itself. Below saturation $a$ depends on $U$, so a small change of gate voltage at fixed drain voltage is shared differently.

\section{Diffusion}

Diffusion adds $-\mu W v_T\,\partial q/\partial x$ to $I$, with $v_T=kT/e$. The sum is still a derivative of a function of $q$, so the weight remains $x/L$, but the profile changes. Keep $q(0)=CU$ and $q(L)=0$, and write $z=q/(CU)$ and $\theta=v_T/U$. Constant current now means $d\xi=-(z+\theta)\,dz/N$ with $N=\frac12+\theta$, hence $1-\xi=(z^2/2+\theta z)/N$. The source's share is the integral of $(1-\xi)z$ divided by that of $z$:
\begin{equation}
\frac{Q_S}{Q_D+Q_S}
=\frac{\int_0^1(z^2/2+\theta z)(z^2+\theta z)\,dz}{N\int_0^1(z^2+\theta z)\,dz}
=\frac{\frac1{10}+\frac38\theta+\frac13\theta^2}{(\frac12+\theta)(\frac13+\frac12\theta)} .
\end{equation}
For $\theta=0$ this is $\frac35$. For $\theta\to\infty$, pure diffusion, it tends to $\frac23$ and leaves the drain one third. At 300 K and $U=1$ V, $\theta=0.026$, and the drain's share of the charge itself is 39.6\%. The charging currents are affected less. Since $\theta=v_T/U$, the first-order term in $\theta$ adds to each charge an amount that does not depend on $U$, so to that order a small change of charge is still shared 40 to 60.

\section{Velocity saturation}

The weight $x/L$ requires a mobility that does not depend on the field along the channel. Suppose instead that the drift velocity is $\mu E/(1+E/E_c)$, with $E=\partial V/\partial x$ and limiting velocity $\mu E_c$. Then
\begin{equation}
I\,(1+E/E_c)=\mu WqE .
\label{eq:vs}
\end{equation}
Let the carriers reach the drain at the limiting velocity, so that $q(L)=q_L=I/(W\mu E_c)$. In the steady state (\ref{eq:vs}) reads $I=\mu W(q-q_L)E$, which gives $q=q_L+(q_0-q_L)\sqrt{1-\xi}$ with $q_0=CU$, and $I=\mu W(q_0-q_L)^2/(2CL)$. Define $\varepsilon=(q_0-q_L)/(CE_cL)$. Equating the two expressions for $I$ gives $q_L=CE_cL\,\varepsilon^2/2$, and therefore $U=E_cL(\varepsilon+\varepsilon^2/2)$. Differentiation yields
\begin{equation}
\frac{dq_L}{dU}=\frac{C\varepsilon}{1+\varepsilon},\qquad
\frac{\partial q}{\partial U}=\frac{C\,(\varepsilon+\sqrt{s})}{1+\varepsilon}.
\end{equation}

For a slow ramp, let $I_1$ and $q_1$ be the small departures from the static state of the moment. To first order (\ref{eq:vs}) becomes
\begin{equation}
I_1\Big(1+\frac{E}{E_c}\Big)=-\frac{\mu W}{C}\frac{\partial}{\partial x}\big[(q-q_L)\,q_1\big].
\end{equation}
The bracket vanishes at both ends, since $q_1(0)=0$ and $q(L)=q_L$. So the mean of $I_1$ taken with weight $1+E/E_c$ is zero, and by (\ref{eq:w}) the drain's weight must have $w'\propto1+E/E_c$. With $V=(q_0-q)/C$,
\begin{equation}
w=\frac{x+V/E_c}{L+V(L)/E_c}=\frac{1-s+\varepsilon(1-\sqrt s)}{1+\varepsilon}.
\end{equation}
The drain's share of a change in charge is the integral of $w(\varepsilon+\sqrt s)$ over that of $\varepsilon+\sqrt s$:
\begin{equation}
\frac{\frac4{15}+\frac23\varepsilon+\frac13\varepsilon^2}{(1+\varepsilon)(\frac23+\varepsilon)}
=\frac25-\frac{\varepsilon^2}{10+25\varepsilon+15\varepsilon^2}.
\end{equation}
In the share, the first-order effects of profile and weight cancel. They do not cancel in the drain's charging current: its coefficient $\frac4{15}$ is replaced by the numerator above divided by $(1+\varepsilon)^2$, which is 2.3\% larger in this example. With a limiting velocity of $10^7$ cm/s, $E_cL=20$ V and $\varepsilon=\sqrt{1.1}-1=0.049$, so the share is 39.98\%. The solution in time gave 39.97\% with 200 cells and 39.98\% with 400. Keeping the weight $x/L$ with the new profile would have given 40.7\%.

\section{Beside a real device}

Of the corrections to the drain's charging current computed for this example, the largest comes from outside the channel. If the gate overlaps source and drain by 0.2 $\mu$m each, a rough value, each overlap adds 3.45 fF. That is 7.5\% of the drain's channel coefficient of 46.0 fF. With the drain voltage fixed, the drain lead then carries $(46.04+3.45)/(115.10+6.91)=40.6\%$ of the charging current. The depletion charge also varies along a real channel. If it varies linearly with $V$, then $q=C(U-mV)$ with constant $m$, the current is still proportional to $q\,\partial q/\partial x$, and 40/60 survives. With the full square-root law and $10^{16}$ acceptors per cm$^3$, numerical integration gives a drain share of 39.9\%, while the static current falls to 0.855 of the square-law value. A one-dimensional estimate puts the pinched-off region at the drain at 0.51 $\mu$m, about 5\% of $L$, which shortens the channel and reduces its charge accordingly. The estimated fields, 0.64 MV/cm in the oxide and 0.08 MV/cm at the drain, are below breakdown, roughly 10 and 0.3 MV/cm. The one-dimensional estimate leaves out the built-in voltage of the drain junction, with which a plane junction has 0.11 MV/cm. It also leaves out the gate, which shortens the pinched-off region and raises the field by an amount that depends on the junction depth: a rough quasi-two-dimensional estimate gives 0.13, 0.16 and 0.23 MV/cm for depths of 0.5, 0.3 and 0.15 $\mu$m, so the margin against breakdown is smaller than the first figure suggests. The dependence of mobility on the gate field has not been estimated. In a much shorter transistor with the same overlap, doping and voltages, the overlap and the pinched-off region are larger fractions of the channel length and $\varepsilon$ is larger, so 40/60 should not be carried over without a new calculation.
